# The Dederichs constrained functional and the maximum in its multiplier

## 1. Definitions and conventions

The algebra is in atomic units; numerical results are in eV. The basis is real, finite and orthonormal. A closed-shell state has $n$ doubly occupied orbitals with coefficient vectors $c_i$, and its density matrix is

$$\gamma = 2\sum_{i=1}^{n} c_i c_i^T ,\qquad \gamma^2=2\gamma,\qquad \mathrm{Tr}\,\gamma = 2n .$$

The set $S$ of all such matrices is closed and bounded, so a continuous function on $S$ attains its minimum. Indices $i,j$ denote occupied orbitals and $a$ denotes virtual ones.

The Kohn-Sham energy $E[\gamma]$ is taken to be continuous on $S$ and twice differentiable near the states considered. Its first derivative is the Kohn-Sham matrix $F[\gamma]$, defined by

$$\delta E=\mathrm{Tr}(F\,\delta\gamma).$$

Let $P$ be the projector on a chosen local orbital, or on a shell of them. The local occupation is

$$N_d[\gamma]=\mathrm{Tr}(P\gamma),$$

which counts both spins. Its prescribed value $N_c$ must be reachable by some $\gamma$ in $S$. The constrained energy is

$$E(N_c)=\min_{\gamma\in S}\{E[\gamma] : N_d[\gamma]=N_c\}.$$

The Dederichs constrained functional adds the constraint with a real multiplier $V$:

$$L[\gamma,V]=E[\gamma]+V\,(N_d[\gamma]-N_c),\qquad W(V)=\min_{\gamma\in S}L[\gamma,V]. \tag{1}$$

With this sign, $V>0$ repels electrons from the local orbital. A minimizer in (1) is written $\gamma_V$, with occupation $N(V)=N_d[\gamma_V]$.

The statement to be proved concerns $W$: if $W$ is differentiable at $V^*$ and $W'(V^*)=0$, then $\gamma_{V^*}$ satisfies the constraint, $W(V^*)=E(N_c)$, and $V^*$ is a global maximum of $W$. The minimization over $\gamma$ comes first. As a function of $\gamma$ and $V$ together, $L$ has a saddle point there when the orbital Hessian is positive definite and $P$ couples occupied to virtual orbitals, as section 4 shows.

## 2. The equations to be solved

Orthonormality is built in by rotating occupied orbitals into virtual ones. Let $C$ hold all orbitals as columns and replace it by $C e^{K}$, where $K$ is antisymmetric with $K_{ai}=x_{ai}$ and $K_{ia}=-x_{ai}$. To first order $\delta c_i=\sum_a x_{ai}c_a$, so

$$\delta\gamma=2\sum_{ai}x_{ai}\,(c_ac_i^T+c_ic_a^T).$$

Write $F_V=F+VP$. Since $F_V$ is symmetric, the two terms contribute equally:

$$\delta L=\mathrm{Tr}(F_V\,\delta\gamma)=4\sum_{ai}x_{ai}\,c_a^TF_Vc_i. \tag{2}$$

Stationarity for all $x_{ai}$ requires $c_a^TF_Vc_i=0$. Thus $F_V$ maps the occupied space into itself. A rotation among occupied orbitals leaves $\gamma$ unchanged and can be chosen to diagonalize $F_V$ in that space. The virtual space is treated in the same way, giving

$$(F[\gamma]+VP)\,c_p=\varepsilon_p c_p . \tag{3}$$

The constraint therefore enters the Kohn-Sham equations as a potential $V$ acting on the local orbital. Variation of $V$ in $L$ gives $N_d=N_c$.

Equation (3) is a condition for stationarity, not for a minimum. Filling the lowest eigenvalues at each iteration is a way to look for the minimizer, but it does not prove that the converged state is one.

The same first-order variation gives the gradient of the occupation,

$$g_{ai}=\frac{\partial N_d}{\partial x_{ai}}=4P_{ai},\qquad P_{ai}=c_a^TPc_i. \tag{4}$$

## 3. Proof of the maximum

**Lower bound.** For every $\gamma$ that satisfies the constraint, the added term in $L$ vanishes. Restricting a minimization to fewer states cannot lower its result, so for every $V$

$$W(V)\le \min_{N_d[\gamma]=N_c}L[\gamma,V]=E(N_c). \tag{5}$$

**Trial-state inequality.** Use $\gamma_V$, the minimizer at $V$, as a trial state at another value $V'$:

$$W(V')\le L[\gamma_V,V']=L[\gamma_V,V]+(V'-V)(N_d[\gamma_V]-N_c).$$

Since $L[\gamma_V,V]=W(V)$, this reads

$$W(V')\le W(V)+(V'-V)\,(N(V)-N_c). \tag{6}$$

**Stationarity implies the constraint.** Let $W$ be differentiable at $V$. Divide (6) by $V'-V$. For $V'>V$ the limit gives $W'(V)\le N(V)-N_c$. For $V'<V$ the division reverses the inequality, and the limit gives $W'(V)\ge N(V)-N_c$. Hence

$$W'(V)=N(V)-N_c. \tag{7}$$

If $W'(V^*)=0$, then $N(V^*)=N_c$.

**The stationary point is a maximum.** Set $V=V^*$ in (6). The last term vanishes, so

$$W(V')\le W(V^*)\quad\text{for every real }V'. \tag{8}$$

The state $\gamma_{V^*}$ obeys the constraint, so $W(V^*)=E[\gamma_{V^*}]\ge E(N_c)$. With (5) this gives $W(V^*)=E(N_c)$, and $\gamma_{V^*}$ solves the constrained problem. The proof uses neither convexity of $E$ nor a second derivative. It does use the fact that $\gamma_{V^*}$ is a global minimizer of $L$ at fixed $V^*$.

**When the derivative exists.** Exchanging $V$ and $V'$ in (6) and rearranging gives a lower bound. Together the two bounds are

$$(V'-V)(N(V')-N_c)\le W(V')-W(V)\le (V'-V)(N(V)-N_c). \tag{9}$$

Suppose that all minimizers at $V$ have the same occupation. As $V'\to V$, the minimizers $\gamma_{V'}$ stay in the bounded closed set $S$, so every sequence of them has a convergent subsequence. By (9), $W$ is continuous, because the occupations are bounded. The limit $\bar\gamma$ then satisfies $L[\bar\gamma,V]=W(V)$, so it is a minimizer at $V$ and has occupation $N(V)$. Therefore $N(V')\to N(V)$, both bounds in (9) give the same slope, and $W$ is differentiable. If minimizers with different occupations are degenerate, $W$ can have a kink; section 7 contains one.

Comparing the outer members of (9) also gives

$$(V'-V)(N(V')-N(V))\le0. \tag{10}$$

A more repulsive potential cannot increase the occupation of the global minimizer. Finally, $W$ is concave: for fixed $\gamma$, $L$ is a straight line in $V$, and the minimum of a family of straight lines is concave.

## 4. Curvature and the saddle point

Let $x(V)$ describe a smooth branch of solutions of (3), with rotations measured from the orbitals at the point of interest. Define the orbital Hessian $H=\partial^2L/\partial x^2$ at fixed $V$. Along the branch $\partial L/\partial x=0$ for every $V$. Differentiating this condition, and using $\partial^2L/\partial x\,\partial V=g$, gives

$$H\frac{dx}{dV}+g=0,\qquad \frac{dx}{dV}=-H^{-1}g .$$

The slope of $L$ along the branch is $N_d-N_c$, since the contribution from $dx/dV$ multiplies $\partial L/\partial x=0$. One more derivative gives

$$W''(V)=\frac{dN_d}{dV}\equiv\chi=g^T\frac{dx}{dV}=-g^TH^{-1}g. \tag{11}$$

If $H$ is positive definite and $g\neq0$, then $\chi<0$. When the branch is also the global minimizer near $V^*$, the maximum is strict: $W$ falls on both sides of $V^*$, and concavity prevents it from rising again.

If $g=0$, equation (4) says that $P$ does not couple occupied to virtual orbitals. Then $\chi=0$, and a small change of $V$ does not change the occupation to first order.

The joint behaviour follows by completing the square. For small changes $x$ and $v$ about the stationary point, twice the second-order change of $L$ is

$$x^THx+2v\,g^Tx=(x+vH^{-1}g)^TH(x+vH^{-1}g)-v^2\,g^TH^{-1}g. \tag{12}$$

With $H$ positive definite and $g\ne0$, there are as many positive squares as orbital rotations, and one negative square. The joint Hessian therefore has one negative eigenvalue. An optimizer that minimizes $L$ over orbitals and multiplier together would leave this point; the orbitals must be minimized and the multiplier maximized.

## 5. Derivatives of the constrained energy

On the same branch, stationarity of $L$ means $\partial E/\partial x=-Vg$. A change of the target moves the state by $dx$, and hence

$$dE=\frac{\partial E}{\partial x}\cdot dx=-V\,g\cdot dx=-V\,dN_d .$$

With $\chi\ne0$ the occupation can serve as the variable, so

$$\frac{dE}{dN_c}=-V^*,\qquad \frac{d^2E}{dN_c^2}=-\frac{dV^*}{dN_c}=-\frac1\chi. \tag{13}$$

The multiplier is minus the energy cost per added electron. Raising the occupation above its free value on a convex energy curve requires $V^*<0$, an attractive potential.

## 6. Frozen response and an effective U

Now hold the matrix $F$ fixed while $V$ changes. The relevant function of the rotations is $\mathrm{Tr}(F_V\gamma)$. Expanding $e^K$ to second order,

$$c_i(x)=c_i+\sum_a x_{ai}c_a-\frac12\sum_{aj}x_{ai}x_{aj}c_j+\dots$$

Insert this in $2\sum_i c_i(x)^TF_Vc_i(x)$. The squared first-order term gives $2\sum_{ai}x_{ai}^2\varepsilon_a$. The second-order term appears twice, on the left and on the right, and gives $-2\sum_{ai}x_{ai}^2\varepsilon_i$. The frozen Hessian is therefore diagonal, with elements $4(\varepsilon_a-\varepsilon_i)$. Using this Hessian and $g_{ai}=4P_{ai}$ in (11),

$$\chi_0=-\sum_{ai}\frac{16P_{ai}^2}{4(\varepsilon_a-\varepsilon_i)}
=4\sum_{ai}\frac{P_{ai}^2}{\varepsilon_i-\varepsilon_a}. \tag{14}$$

The factor 4 contains 2 for spin and 2 for the two places where the changed orbital enters the density matrix. Equation (14) is not $W''$ in general, because the full $H$ also contains the change of $F$ with $\gamma$. The two responses agree if $F$ does not depend on $\gamma$.

To see what their difference measures, suppose that the interaction energy is $\frac I2(N_d-n_0)^2$, with constant $n_0$, and that the rest of $E$ is linear in $\gamma$. The interaction then contributes a potential $I(N_d-n_0)$ on the local orbital. A change $dV$ produces the total potential change $dV+I\,dN_d$, so

$$dN_d=\chi_0(dV+I\,dN_d),\qquad \frac1\chi=\frac1{\chi_0}-I .$$

This motivates the single-site definition

$$U=\frac1{\chi_0}-\frac1\chi. \tag{15}$$

In this model $U=I$. For a general density functional, (15) defines an effective parameter for the chosen projector, state and environment. By (13), $-1/\chi=-1/\chi_0+U$: the curvature of the constrained energy is a frozen-potential part plus $U$.

## 7. Where the maximum property fails

Consider two electrons on two sites with hopping $t>0$, in mean field. The doubly occupied orbital is $(\cos\phi,\sin\phi)$, so the first site has $N=2\cos^2\phi$. The off-diagonal element of $\gamma$ is $2\cos\phi\sin\phi$, whose larger value at fixed $N$ is $\sqrt{N(2-N)}$. It enters the hopping energy twice, each time with $-t$. With $m=N-1$ and an interaction $\frac I2m^2$,

$$E(N)=-2t\sqrt{1-m^2}+\frac I2m^2. \tag{16}$$

Let $N_c=1$. Stationarity of $E+Vm$ gives

$$\frac{2tm}{\sqrt{1-m^2}}+Im+V=0. \tag{17}$$

Near $m=0$ this becomes $m\approx-V/(2t+I)$. The branch through the target therefore has

$$\frac{d^2W_{\rm branch}}{dV^2}=\frac{dm}{dV}=-\frac1{2t+I}.$$

For $t=1$ eV and $I=3$ eV this is $-0.2\ \mathrm{eV}^{-1}$, a maximum. For $I=-3$ eV it is $+1\ \mathrm{eV}^{-1}$, a minimum. The second case does not contradict (8), because the branch state is not a minimizer of $L$ at fixed $V$.

The global minimizers for $I=-3$ eV at $V=0$ follow from (17) with $m\neq0$: $\sqrt{1-m^2}=2t/|I|=2/3$, hence $m=\pm\sqrt5/3\approx\pm0.745$. Their energy is

$$-2\cdot\frac23-\frac32\cdot\frac59=-2.167\ \mathrm{eV},$$

whereas $E(1)=-2$ eV. Taking whichever of these two states is favoured by $V$ as a trial state gives $W(V)\le-2.167\ \mathrm{eV}-0.745|V|$. The maximum of $W$ is thus a kink at $V=0$, and it lies $0.167$ eV below the constrained energy. In the program's scan the occupation jumps from 1.748 at $V=-0.01$ eV to 0.252 at $V=+0.01$ eV. The target is skipped, although a constrained state with $N=1$ exists.

There is also a limit at the ends of the occupation range. As $m\to\pm1$, the first term in (17) diverges, so no finite multiplier produces a completely full or empty site in this model.

## 8. Implementation

For a trial $V$, solve (3) and evaluate the residual $r=N_d-N_c$. If the states are global minimizers, (10) makes $r$ a non-increasing function of $V$, so a sign change brackets $V^*$ or a jump. A bracket that shrinks while the two occupations stay apart indicates a jump as in section 7.

Linearizing $N_d(V+\delta V)=N_d+\chi\,\delta V$ gives the Newton step $\delta V=-r/\chi$. If $\chi_0$ is used instead, the residual after one step is, to first order, $r(1-\chi/\chi_0)$.

The energy needs care. If $VP$ has been added to the one-electron matrix, the resulting total energy is $E+VN_d$. Subtract $VN_c$ to obtain $W$, or $VN_d$ to obtain $E$. At $V^*$ the two results coincide.

Convergence of the orbitals also matters. At fixed $V$, an orbital error changes $L$ at second order, because $\partial L/\partial x=0$, but changes $N_d$ at first order when $g\ne0$. A small energy change between iterations therefore does not guarantee an equally accurate residual.

After convergence, check that $H$ is positive definite. This establishes a local minimum. Further starting points can reveal a lower state, but a finite number of them cannot prove that none exists.

## 9. Worked example: LiH

The molecule has a bond length of 1.60 angstrom and is treated with closed-shell LDA (Slater exchange and VWN correlation) in the STO-3G basis. The local orbital is the Löwdin-orthogonalized H 1s function. This small basis serves to check the equations; the values below belong to this basis and projector and are not converged with respect to the basis. With the same local function and the same increase of occupation, the cc-pVTZ basis changes $V^*$ from $-4.41$ to $-3.13$ eV, the cost of the constraint from 0.443 to 0.316 eV, and $U$ from 10.3 to 6.1 eV.

The free occupation is 0.957. The target is 1.16, an increase of 0.203 electron. Self-consistent solution gives

$$V^*=-4.411\ \mathrm{eV}=-0.1621\ \mathrm{hartree}.$$

The potential is attractive, as expected from (13). The constraint costs

$$W(V^*)-E_{\rm free}=0.443\ \mathrm{eV}=0.0163\ \mathrm{hartree}.$$

A direct minimization of $E$ at fixed occupation, which contains no potential $V$, gives the same 0.443 eV. A simple estimate explains the size: $dE/dN_c$ rises from zero to 4.411 eV, so a straight-line rise would cost $\frac12(4.411)(0.2027)=0.447$ eV.

The values around the maximum are:

| $V-V^*$ (eV) | $W-W(V^*)$ (eV) | $N_d$ |
|---:|---:|---:|
| −4 | −0.347 | 1.330 |
| −2 | −0.088 | 1.247 |
| 0 | 0 | 1.160 |
| 2 | −0.090 | 1.069 |
| 4 | −0.364 | 0.977 |

$W$ falls on both sides while the occupation decreases steadily with $V$. The response at $V^*$ is $\chi=-0.0446\ \mathrm{eV}^{-1}$, both from the change of $N_d$ and from the orbital Hessian in (11). The quadratic estimate at a displacement of 2 eV is $\frac12(-0.0446)(2)^2=-0.089$ eV, between the two tabulated values. Their difference shows that $\chi$ varies with $V$.

The lowest eigenvalue of $H$ is 18.1 eV, so the state is a local minimum with respect to closed-shell orbital rotations. Four minimizations of $L$ from random starts found no lower state. The joint Hessian has one negative eigenvalue out of nine, in agreement with (12).

Direct constrained minimizations at neighbouring occupations give $dE/dN_c=4.412$ eV and $d^2E/dN_c^2=22.44$ eV. Equation (13) predicts 4.411 eV and $-1/\chi=22.44$ eV.

At frozen potential, (14) gives $\chi_0=-0.0823\ \mathrm{eV}^{-1}$, or $-1/\chi_0=12.15$ eV. The effective interaction is therefore

$$U=22.44-12.15=10.29\ \mathrm{eV}=0.378\ \mathrm{hartree}.$$

The self-consistent response is weaker than the frozen one by the factor $0.0446/0.0823=0.54$. A multiplier step based on $\chi_0$ would thus leave about 46% of a small residual.

This $U$ belongs to the constrained state with occupation 1.16. The total electron number is fixed, so charge added to the H orbital is taken from the other Löwdin functions. It comes from the functions derived from Li 2s (0.154 electron), 2p along the bond (0.045) and 1s (0.004). These three contain an admixture of H 1s, while the two 2p functions perpendicular to the bond contain none by symmetry and give up no charge. The division of charge between the atoms thus depends on the projector. The value therefore describes charge transfer within the molecule and should not be read as the interaction on an isolated hydrogen atom. The numerical check covers both this example and the two-site model.

## Values computed for the example and the checks

```
LiH bond length: 1.60 angstrom
basis functions: 6, orbital rotations: 8
free total energy: -212.032 eV
free H 1s occupation: 0.9573 electrons
target occupation N_c: 1.16 electrons
multiplier V*: -4.4110 eV = -0.16210 hartree
W(V*) - E_free: 0.4432 eV = 0.016288 hartree
direct constrained E - E_free: 0.4432 eV
V - V* (eV), W - W(V*) (eV), N_d (electrons):
   -4.0   -0.34656  1.33048
   -2.0   -0.08796  1.24734
    0.0    0.00000  1.16000
    2.0   -0.09013  1.06941
    4.0   -0.36386  0.97659
at V*+2 eV: dW/dV -0.09059, N_d-N_c -0.09059 electrons
lowest of 4 random-start minima minus W(V*): 4.9e-11 eV
lowest orbital Hessian eigenvalue: 18.067 eV
negative eigenvalues of joint Hessian: 1 of 9
chi from dN_d/dV: -0.04457 electrons/eV
chi from orbital Hessian: -0.04457 electrons/eV
dE/dN_c from direct minimization: 4.4117 eV
d2E/dN_c2 from direct minimization: 22.440 eV
-1/chi: 22.439 eV
chi0 from sum over states: -0.08229 electrons/eV
chi0 from frozen potential: -0.08229 electrons/eV
-1/chi0: 12.152 eV
effective U: 10.287 eV = 0.37803 hartree
two-site model hopping t: 1.0 eV
two-site model, I = 3.0 eV:
  E(N=1): -2.0000 eV, max of global W: -2.0000 eV
  gap E(1) - max W: 0.0000 eV
  d2E/dN2 at N=1: 5.000 eV, branch d2W/dV2: -0.2000 1/eV
  1/chi0 - 1/chi: 3.000 eV
  global N at V = -0.01 eV: 1.0020, at V = +0.01 eV: 0.9980
two-site model, I = -3.0 eV:
  E(N=1): -2.0000 eV, max of global W: -2.1667 eV
  gap E(1) - max W: 0.1667 eV
  d2E/dN2 at N=1: -1.000 eV, branch d2W/dV2: 1.0001 1/eV
  1/chi0 - 1/chi: -3.000 eV
  global N at V = -0.01 eV: 1.7480, at V = +0.01 eV: 0.2520
```
